# Kinematic factor for helium backscattered from oxygen in a barrier film: test program

```python
"""
Result under test: a projectile of mass m1 scattered elastically through the
laboratory angle theta by a free target of mass m2 > m1 at rest keeps
    K = ((m1 cos(theta) + sqrt(m2^2 - m1^2 sin(theta)^2)) / (m1 + m2))^2
of its kinetic energy. For helium on oxygen at 180 degrees K is about 0.36.
The tests integrate collisions of two particles from Newton's equations.
Masses are in u and energies in keV, unless a name or label says otherwise.
Trajectory tests use dimensionless lengths and an incident speed of one.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp


def kinematic_factor(m1, m2, cos_theta):
    sin_squared = 1.0 - cos_theta**2
    root = np.sqrt(m2**2 - m1**2 * sin_squared)
    return ((m1 * cos_theta + root) / (m1 + m2))**2


def target_mass(m1, factor, cos_theta):
    return m1 * (1 + factor - 2 * np.sqrt(factor) * cos_theta) / (1 - factor)


def gaussian_force(separation):
    return 20.0 * np.exp(-separation @ separation) * separation


def screened_coulomb_force(separation):
    r = np.sqrt(separation @ separation)
    return np.exp(-r) * (1 / r + 1 / r**2) * separation / r


def collide(m1, m2, impact, force, target_speed=0.0):
    """Return final velocity vectors of projectile and target."""
    def motion(time, state):
        push = force(state[0:2] - state[2:4])
        return np.concatenate((state[4:8], push / m1, -push / m2))
    start = [-30.0, impact, 0.0, 0.0, 1.0, 0.0, target_speed, 0.0]
    run = solve_ivp(motion, (0.0, 70.0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=0.25)
    assert run.success
    return run.y[4:6, -1], run.y[6:8, -1]


# Trajectories test the factor, its inverse and independence of the force.
largest_error = 0.0
largest_angle = 0.0
for force in (gaussian_force, screened_coulomb_force):
    for impact in (0.0, 0.2, 0.6, 1.0):
        v1, v2 = collide(4.0, 16.0, impact, force)
        kept = v1 @ v1
        cosine = v1[0] / np.sqrt(kept)
        error = abs(kept - kinematic_factor(4.0, 16.0, cosine))
        largest_error = max(largest_error, error)
        largest_angle = max(largest_angle, np.degrees(np.arccos(cosine)))
        assert error < 1e-7
        assert abs(target_mass(4.0, kept, cosine) - 16.0) < 1e-4
        if impact == 0.0:
            head_on_kept = kept
            head_on_recoil = 4.0 * (v2 @ v2)
            assert abs(head_on_kept - 0.36) < 1e-7
            assert abs(head_on_recoil - 0.64) < 1e-7
assert largest_angle > 179.9

# A moving target tests the change of reference frame.
test_speed = 0.01
v1, v2 = collide(4.0, 16.0, 0.0, gaussian_force, test_speed)
k_round = np.sqrt(kinematic_factor(4.0, 16.0, -1.0))
assert abs(v1[0] - (test_speed - k_round * (1 - test_speed))) < 1e-7

# A projectile twice as heavy as its target: scan all scattering directions.
heavy, light = 8.0, 4.0
direction = np.linspace(0.0, np.pi, 200001)
centre_speed = heavy / (heavy + light)
relative_part = light / (heavy + light)
lab_angle = np.degrees(np.arctan2(relative_part * np.sin(direction),
                                  centre_speed
                                  + relative_part * np.cos(direction)))
max_heavy_angle = lab_angle.max()
assert abs(max_heavy_angle - np.degrees(np.arcsin(light / heavy))) < 1e-4

# Worked example: inputs. Film and detector values are rough typical ones.
m_he = (const.physical_constants["alpha particle mass in u"][0]
        + const.physical_constants["electron mass in u"][0])
m_o, m_ti = 15.9949, 47.9479
beam = 2000.0
resolution = 15.0
thickness_nm = 20.0
stopping = 0.5
phonon_mev = 60.0
temperature = 300.0

K_o = kinematic_factor(m_he, m_o, -1.0)
K_ti = kinematic_factor(m_he, m_ti, -1.0)
k_o = np.sqrt(K_o)
E_o, E_ti = K_o * beam, K_ti * beam
delta = np.radians(10.0)
K_170 = kinematic_factor(m_he, m_o, -np.cos(delta))
K_170_approx = K_o * (1 + m_he * delta**2 / m_o)
assert abs(K_170_approx / K_170 - 1) < 1e-4


def sensitivity(m1, m2):
    return 4 * m1 * (m2 - m1) / (m1 + m2)**3


for mass in (m_o, m_ti):
    step = 1e-4
    slope = (kinematic_factor(m_he, mass + step, -1.0)
             - kinematic_factor(m_he, mass - step, -1.0)) / (2 * step)
    assert abs(slope / sensitivity(m_he, mass) - 1) < 1e-6
slope_o = beam * sensitivity(m_he, m_o)
slope_ti = beam * sensitivity(m_he, m_ti)
recovered_mass = target_mass(m_he, E_o / beam, -1.0)

# Energy lost on the way into and out of the film.
E_back = K_o * (beam - stopping * thickness_nm) - stopping * thickness_nm
apparent_mass = target_mass(m_he, E_back / beam, -1.0)

# Relativistic head-on collision, described by rapidities.
u_kev = 1e3 * const.physical_constants[
    "atomic mass constant energy equivalent in MeV"][0]


def relativistic_energies(kinetic):
    rest1, rest2 = m_he * u_kev, m_o * u_kev
    momentum = np.sqrt(kinetic**2 + 2 * kinetic * rest1)
    centre = np.arctanh(momentum / (kinetic + rest1 + rest2))
    incident = np.arcsinh(momentum / rest1)
    final = 2 * centre - incident
    energy1 = 2 * rest1 * np.sinh(final / 2)**2
    energy2 = 2 * rest2 * np.sinh(centre)**2
    final_momentum = rest1 * np.sinh(final) + rest2 * np.sinh(2 * centre)
    assert abs((energy1 + energy2) / kinetic - 1) < 1e-8
    assert abs(final_momentum / momentum - 1) < 1e-8
    return energy1


relativistic_shift = relativistic_energies(beam) - E_o
assert abs(relativistic_energies(0.01) / 0.01 - K_o) < 1e-6

# Thermal and zero-point motion of oxygen along the beam.
phonon_kev = phonon_mev * 1e-6
thermal_kev = const.k * temperature / const.e * 1e-3
mean_square_energy = phonon_kev / 2 / np.tanh(phonon_kev / (2 * thermal_kev))
speed_ratio = np.sqrt(mean_square_energy * m_he / (2 * beam * m_o))
energy_toward = beam * (-speed_ratio - k_o * (1 + speed_ratio))**2
energy_away = beam * (speed_ratio - k_o * (1 - speed_ratio))**2
thermal_spread = (energy_toward - energy_away) / 2

# Electronic excitation: energy and momentum are checked after the collision.
rydberg_kev = const.physical_constants[
    "Rydberg constant times hc in eV"][0] * 1e-3
excitation = 8**2 * rydberg_kev
centre_energy = beam * m_o / (m_he + m_o)
relative_speed = np.sqrt(1 - excitation / centre_energy)
speed1 = (m_he - m_o * relative_speed) / (m_he + m_o)
speed2 = m_he * (1 - speed1) / m_o
total_after = beam * (speed1**2 + m_o / m_he * speed2**2)
assert abs(total_after - (beam - excitation)) < 1e-8
excitation_shift = beam * speed1**2 - E_o
assert abs(excitation_shift / (-k_o * excitation) - 1) < 1e-3

# Head-on Coulomb distance and a rough touching distance of the nuclei.
coulomb_kev_fm = const.e / (4 * np.pi * const.epsilon_0) * 1e15 * 1e-3
closest_fm = 2 * 8 * coulomb_kev_fm / centre_energy
touching_fm = 1.2 * (4**(1 / 3) + 16**(1 / 3))
assert closest_fm > touching_fm

print(f"Trajectory, masses 4 and 16, head-on: K = {head_on_kept:.6f}")
print(f"Trajectory, oxygen recoil fraction = {head_on_recoil:.6f}")
print(f"Largest trajectory error in K = {largest_error:.1e}")
print(f"Largest angle, mass 8 on mass 4 = {max_heavy_angle:.2f} degrees")
print(f"Mass of He+ = {m_he:.4f} u")
print(f"Mass of O-16 = {m_o:.4f} u")
print(f"Mass of Ti-48 = {m_ti:.4f} u")
print(f"Beam energy = {beam:.0f} keV")
print(f"K for O at 180 degrees = {K_o:.5f}")
print(f"Square root of K for O = {k_o:.5f}")
print(f"K for Ti at 180 degrees = {K_ti:.5f}")
print(f"He energy from surface O = {E_o:.1f} keV")
print(f"Recoil energy of O = {beam - E_o:.1f} keV")
print(f"He energy from surface Ti = {E_ti:.1f} keV")
print(f"K for O at 170 degrees = {K_170:.5f}")
print(f"K for O at 170 degrees, small-angle = {K_170_approx:.5f}")
print(f"He energy from O at 170 degrees = {beam * K_170:.1f} keV")
print(f"Mass recovered from O signal = {recovered_mass:.4f} u")
print(f"Detector resolution, rough = {resolution:.0f} keV")
print(f"Energy step per mass unit at O = {slope_o:.2f} keV/u")
print(f"Energy step per mass unit at Ti = {slope_ti:.2f} keV/u")
print(f"Mass uncertainty at O = {resolution / slope_o:.2f} u")
print(f"Mass uncertainty at Ti = {resolution / slope_ti:.2f} u")
print(f"Film thickness = {thickness_nm:.0f} nm")
print(f"Stopping power, rough = {stopping:.1f} keV/nm")
print(f"He energy from O at film back = {E_back:.1f} keV")
print(f"Energy loss due to film = {E_o - E_back:.1f} keV")
print(f"Apparent mass of O at film back = {apparent_mass:.2f} u")
print(f"Relativistic shift for O = {relativistic_shift:.3f} keV")
print(f"Phonon energy, rough = {phonon_mev:.0f} meV")
print(f"Temperature = {temperature:.0f} K")
print(f"Rms spread from O motion = {thermal_spread:.3f} keV")
print(f"Hydrogenic excitation energy, O = {excitation:.3f} keV")
print(f"Shift from that excitation = {excitation_shift:.3f} keV")
print(f"Centre-of-mass energy, He on O = {centre_energy:.1f} keV")
print(f"Head-on Coulomb distance = {closest_fm:.1f} fm")
print(f"Touching distance of nuclei, rough = {touching_fm:.1f} fm")
print("success")
```

It prints:

```
Trajectory, masses 4 and 16, head-on: K = 0.360000
Trajectory, oxygen recoil fraction = 0.640000
Largest trajectory error in K = 1.5e-11
Largest angle, mass 8 on mass 4 = 30.00 degrees
Mass of He+ = 4.0021 u
Mass of O-16 = 15.9949 u
Mass of Ti-48 = 47.9479 u
Beam energy = 2000 keV
K for O at 180 degrees = 0.35968
Square root of K for O = 0.59973
K for Ti at 180 degrees = 0.71559
He energy from surface O = 719.4 keV
Recoil energy of O = 1280.6 keV
He energy from surface Ti = 1431.2 keV
K for O at 170 degrees = 0.36243
K for O at 170 degrees, small-angle = 0.36242
He energy from O at 170 degrees = 724.9 keV
Mass recovered from O signal = 15.9949 u
Detector resolution, rough = 15 keV
Energy step per mass unit at O = 48.02 keV/u
Energy step per mass unit at Ti = 10.04 keV/u
Mass uncertainty at O = 0.31 u
Mass uncertainty at Ti = 1.49 u
Film thickness = 20 nm
Stopping power, rough = 0.5 keV/nm
He energy from O at film back = 705.8 keV
Energy loss due to film = 13.6 keV
Apparent mass of O at film back = 15.71 u
Relativistic shift for O = -0.124 keV
Phonon energy, rough = 60 meV
Temperature = 300 K
Rms spread from O motion = 0.183 keV
Hydrogenic excitation energy, O = 0.871 keV
Shift from that excitation = -0.522 keV
Centre-of-mass energy, He on O = 1599.7 keV
Head-on Coulomb distance = 14.4 fm
Touching distance of nuclei, rough = 4.9 fm
success
```
